# Charge-pumping current of a transistor and its scanned energy window

**The device and the pulse.** A silicon transistor with a p-type body has interface traps under its gate. Source and drain are tied together and grounded with the body, and the gate is pulsed periodically between accumulation (holes at the surface) and inversion (electrons at the surface). The mean current at the body contact is measured.

Data: frequency \(f=1\) MHz, gate area \(A=10^{-6}\) cm², trap density \(D=10^{11}\) cm⁻² eV⁻¹, scanned energy window \(W=0.8\) eV. Parts (c) to (f) also use these rough typical values:

- oxide thickness 5 nm, relative permittivities 3.9 (oxide) and 11.7 (silicon), body doping \(N_A=10^{17}\) cm⁻³;
- channel length 1 µm and width 100 µm;
- temperature 300 K, \(kT=0.02585\) eV, intrinsic density \(n_i=10^{10}\) cm⁻³;
- capture cross-section \(\sigma=10^{-16}\) cm² and thermal speed \(v=10^7\) cm/s, the same for electrons and holes;
- gate pulse from −1 V to +2 V, with linear edges of 30 ns.

Gate voltages are measured from flat band, the gate voltage at which the silicon bands are level up to the surface. Trap energies \(E\) are measured from midgap.

## (a) Derive the current

**Question.** Follow one trap through a cycle and derive the mean body current in terms of \(f\), \(A\), \(D\) and \(W\). State what the pulse must do for the result to hold.

**Answer.** In inversion the surface is full of electrons supplied by source and drain, and an empty trap captures one. The gate then swings to accumulation. The channel electrons flow back to source and drain, but the trapped electron stays if its trap is deep enough. Holes arrive from the body, and the trap captures one. The electron and the hole annihilate, and the trap is empty again.

In this cycle one electron has entered from source and drain and one hole from the body. A charge of magnitude \(q\) has therefore passed between the two sets of contacts. The charging current of the gate capacitance also flows through them, but it reverses between the two edges and averages to zero.

Traps near the band edges do not contribute. One close to the conduction band returns its electron to that band before holes arrive. One close to the valence band returns its hole before electrons arrive. The traps that do contribute lie in a window of width \(W\) around midgap. For uniform \(D\) their number is

\[
N=A\,D\,W .
\]

Since \(D\) is a number per area and per eV, and \(W\) is in eV, \(N\) is a pure number. Each of these traps passes \(q\) per cycle, and there are \(f\) cycles per second, so

\[
I=q f N=q f A D W .
\]

There is one factor \(q\), from the charge; the energy unit has already cancelled in \(N\).

The pulse must reach both inversion and accumulation, and stay in each long enough for capture. If it never leaves inversion, the traps stay filled and no holes are consumed. The free channel electrons must also leave before the holes arrive, or they will recombine too and add to the current.

## (b) Evaluate it

**Question.** Calculate the current for the given data, and the number of traps that produce it.

**Answer.** The number of traps is

\[
N=10^{-6}\times10^{11}\times0.8=8\times10^{4}.
\]

The charge per cycle is

\[
qN=1.602\times10^{-19}\times 8\times10^{4}=1.282\times10^{-14}\ \text{C},
\]

and the current is

\[
I=10^{6}\times1.282\times10^{-14}=1.28\times10^{-8}\ \text{A}\approx 13\ \text{nA}.
\]

At fixed window the current is proportional to \(D\), so a tenfold smaller trap density would give 1.3 nA.

## (c) Derive the window

**Question.** The window was given as 0.8 eV. Show how it follows from the pulse edges. Take emission to occur between threshold and flat band, a time \(t_{\rm em}\) on each edge, and capture to be complete outside that interval.

**Answer.** First we need the emission rate. An empty trap captures electrons at the rate \(\sigma v n_s\), where \(n_s\) is the electron density at the surface. In equilibrium, capture balances emission. If \(p\) is the probability that the trap is filled and \(e_n\) its emission rate,

\[
\sigma v n_s(1-p)=e_n p .
\]

With trap degeneracy factors set to one, and \(E_F\) the Fermi energy measured from midgap at the surface,

\[
\frac{1-p}{p}=e^{(E-E_F)/kT},\qquad n_s=n_i e^{E_F/kT}.
\]

Multiplying these removes \(E_F\):

\[
e_n=\sigma v n_s\frac{1-p}{p}=\sigma v n_i\,e^{E/kT}.
\]

The same argument for holes gives \(e_p=\sigma v n_i\,e^{-E/kT}\). We assume that these rates also hold out of equilibrium.

A captured electron survives the falling edge with probability \(S_n=\exp(-e_n t_{\rm em})\), and a captured hole survives the rising edge with probability \(S_p=\exp(-e_p t_{\rm em})\). After the rising edge the trap is still empty with probability \(S_p\), and then takes an electron from the channel. On the falling edge it gives an electron back to the conduction band with probability \(1-S_n\). The net number of electrons taken per cycle is

\[
S_p-(1-S_n)=S_n+S_p-1 .
\]

Above midgap \(S_p\) is practically 1, because hole emission is slow there, and the net number is \(S_n\). Below midgap it is \(S_p\). The two halves contribute equally, so

\[
W=2\int_0^\infty \exp\!\left(-a\,e^{E/kT}\right)dE,\qquad a=\sigma v n_i t_{\rm em}.
\]

The upper limit may be infinite because the integrand has died out before the band edge. Substitute \(y=a\,e^{E/kT}\), so that \(dE=kT\,dy/y\), and integrate by parts:

\[
W=2kT\int_a^\infty\frac{e^{-y}}{y}\,dy
=2kT\left[-e^{-a}\ln a+\int_a^\infty e^{-y}\ln y\,dy\right].
\]

For \(a\ll1\), \(e^{-a}\to1\) and the remaining integral tends to \(\int_0^\infty e^{-y}\ln y\,dy=-\gamma\), where \(\gamma=0.5772\) is Euler's constant. Hence

\[
W=-2kT\left[\ln(\sigma v n_i t_{\rm em})+\gamma\right].
\]

The logarithm alone would describe a sharp boundary at the energy where \(e_n t_{\rm em}=1\). The term \(\gamma\) appears because survival falls off gradually, which moves each effective boundary inwards by \(\gamma kT\). A longer emission time gives a narrower window, since more traps can empty.

## (d) Evaluate the window

**Question.** Find the threshold voltage, the emission time and the window for this device. Is the value of 0.8 eV reasonable?

**Answer.** Threshold is taken where the surface electron density equals the body doping. The surface potential is then \(\psi=2\phi_F\), with

\[
\phi_F=\frac{kT}{q}\ln\frac{N_A}{n_i}=0.02585\times\ln 10^{7}=0.4167\ \text{V}.
\]

A depleted layer of depth \(w\) holds the charge \(Q=qN_Aw\) per area and drops the potential \(\psi=qN_Aw^2/(2\varepsilon)\), where \(\varepsilon\) is the permittivity of silicon. Eliminating \(w\) gives \(Q=\sqrt{2q\varepsilon N_A\psi}\). The gate voltage is the sum of the drops in silicon and oxide, \(\psi+Q/C_{\rm ox}\). At \(\psi=2\phi_F\),

\[
V_T=2\phi_F+\frac{\sqrt{4q\varepsilon N_A\phi_F}}{C_{\rm ox}} .
\]

With \(C_{\rm ox}=6.906\times10^{-7}\) F/cm² this is \(V_T=0.833+0.241=1.074\) V. The gate crosses its 3 V swing in 30 ns, so it spends

\[
t_{\rm em}=30\times\frac{1.074}{3}=10.74\ \text{ns}
\]

between threshold and flat band. Since \(\sigma v n_i=10\) s⁻¹,

\[
a=10\times1.074\times10^{-8}=1.074\times10^{-7},\qquad \ln a=-16.05,
\]

\[
W=2\times0.02585\times(16.05-0.58)=0.80\ \text{eV}.
\]

The given window is therefore reasonable for this pulse. Without \(\gamma\) the estimate would be 0.83 eV.

**How good is the sharp timing?** The assumption that capture starts at once at flat band or threshold can be dropped by solving the rate equation through the whole pulse:

\[
\frac{dp}{dt}=(\sigma v n_s+e_p)(1-p)-(\sigma v p_s+e_n)\,p .
\]

Here \(p_s\) is the hole density at the surface. Both densities follow from the surface potential, \(n_s=(n_i^2/N_A)e^{q\psi/kT}\) and \(p_s=N_Ae^{-q\psi/kT}\), and \(\psi\) follows from the gate voltage through Poisson's equation in the body. The net number of electrons captured from the conduction band is counted over one cycle of the periodic state, for traps throughout the gap.

The numerical output gives one pair per cycle for a midgap trap and none for a trap 0.53 eV above midgap. The integrated window is 0.788 eV and the current 12.6 nA, about 1.5 % below the result of part (b). A pulse between 1.5 V and 2.0 V, which stays in inversion, gives zero to rounding error.

The small deficit comes from slow capture near flat band and threshold. At flat band \(p_s=N_A\), and the hole capture time is

\[
\frac{1}{\sigma v N_A}=\frac{1}{10^{-16}\times10^{7}\times10^{17}}\ \text{s}=10\ \text{ns},
\]

which is as long as the emission time itself. On the falling edge the gate must therefore move some way into accumulation before hole capture becomes fast, and meanwhile electron emission continues. Electron capture is equally slow at threshold, where \(n_s=N_A\). Traps near the upper window boundary are therefore no longer refilled fast enough shortly before the gate reaches threshold, and their net emission starts early. The rising edge behaves likewise, with electrons and holes exchanged. Each plateau lasts \(500-30=470\) ns, many capture times, so capture is complete by its end.

## (e) Change the conditions

**Question.** How does the current respond to (i) half the frequency with the same edges, (ii) edges ten times slower at 1 MHz, (iii) a triangular pulse of variable frequency, (iv) a temperature of 350 K, and (v) a trap density that rises towards the band edges? Hold everything else fixed in each case.

**Answer.**

**(i) Half the frequency.** With fixed edges, \(t_{\rm em}\) and \(W\) do not change, so the current halves. The rate equation gives 6.32 nA, half of its 12.63 nA at 1 MHz.

**(ii) Slower edges.** Edges of 300 ns make \(t_{\rm em}\) ten times longer, and the window shrinks by

\[
2kT\ln10=2\times0.02585\times2.303=0.119\ \text{eV}.
\]

The rate equation gives a loss of 0.109 eV, from 0.788 to 0.679 eV. The formula's final window, \(0.800-0.119=0.681\) eV, is closer to the numerical one than it was for the fast edges. This close agreement is partly a cancellation. On a slower edge the slow capture described in part (d) costs less, but capture also has time to act between threshold and flat band, which shortens the effective emission time. On still slower edges the second effect wins, and the formula gives too narrow a window.

**(iii) Triangular pulse.** Each edge now lasts half a period, so \(t_{\rm em}=V_T/(2fV_s)\), where \(V_s=3\) V is the swing. Inserting this in the window formula,

\[
\frac{I}{f}=qAD\,W=2qADkT\left[\ln f-\ln\frac{\sigma v n_iV_T}{2V_s}-\gamma\right].
\]

The current is no longer proportional to \(f\). Within this model, a plot of \(I/f\) against \(\ln f\) is a straight line of slope \(2qADkT\), with \(kT\) in eV. The slope yields an estimate of \(D\) without knowledge of \(\sigma\). It is somewhat low: in (ii) the rate equation gave a window change about 9 % smaller than the formula, and \(D\) is underestimated by a similar amount. At 1 MHz the edges last 500 ns, and the formula gives

\[
W=0.800-2\times0.02585\times\ln\frac{500}{30}=0.65\ \text{eV},
\]

which corresponds to about 10.5 nA.

**(iv) Higher temperature.** The prefactor \(kT\) grows, but the intrinsic density grows much faster. We take \(n_i\propto T^{3/2}\exp(-E_g/2kT)\) with a fixed gap \(E_g=1.12\) eV, \(v\propto\sqrt T\), and constant \(\sigma\). Between 300 and 350 K, \(n_i\) then rises about 28-fold and \(v\) by 8 %, so that \(\sigma v n_i\) is about 300 s⁻¹. The threshold formula, re-evaluated at 350 K, gives \(V_T=1.003\) V and \(t_{\rm em}=10.0\) ns. With \(kT=0.03016\) eV,

\[
W=-2\times0.03016\left[\ln(3.0\times10^{-6})+0.577\right]=0.73\ \text{eV}.
\]

The rate equation gives 0.717 eV, and a current 9 % below its value at 300 K. If the window were left at 0.8 eV, this fall would be misread as a loss of traps.

**(v) Non-uniform density.** The number of traps is now \(A\int D(E)\,dE\) over the window, so the current measures the mean density there. As an example take \(D(E)=D_0[1+(E/E_0)^2]\), with \(D_0=10^{11}\) cm⁻² eV⁻¹ and \(E_0=0.4\) eV. The mean over \(-E_0<E<E_0\) is

\[
\frac{1}{2E_0}\int_{-E_0}^{E_0}D_0\left[1+\frac{E^2}{E_0^2}\right]dE
=D_0\left[1+\frac13\right].
\]

The current becomes \(12.82\times4/3=17.1\) nA; the rate equation gives 16.8 nA. A single measurement cannot distinguish this density from a uniform one with the same mean.

## (f) Judge the neglected effects

**Question.** Estimate the effects of gate leakage, trapped charge, high carrier density and channel length. How does the example compare with real transistors?

**Answer.**

**Gate leakage.** At +2 V the oxide drops 1.0 V over 5 nm, a field of 2.0 MV/cm. Breakdown of good silicon dioxide lies near 10 MV/cm, as a rough figure. A semiclassical estimate of tunnelling through a defect-free oxide, with a barrier of 3.1 eV and an effective mass of 0.42 electron masses, gives a few times \(10^{-23}\) A. Even a large error in this estimate would leave leakage negligible beside 13 nA.

**Trapped charge.** Changing the charge of all traps in the window shifts the gate voltage by

\[
\frac{qDW}{C_{\rm ox}}=\frac{1.282\times10^{-8}}{6.906\times10^{-7}}\ \text{V}=18.6\ \text{mV}.
\]

This is 1.7 % of \(V_T\). A change of that size in \(t_{\rm em}\) moves the window by \(2kT\times0.017\approx0.001\) eV.

**High carrier density.** The densities used above assume Boltzmann statistics, which overestimate the carrier density in strong inversion. Limiting both surface densities to \(10^{19}\) cm⁻³ in the rate equation changes the current by less than 0.001 %. Capture on the plateaus is already complete, so its exact speed there has little influence. This gauges the effect on capture; it is not a full treatment with Fermi statistics.

**Channel length.** Electrons must leave through source and drain before holes arrive. For diffusion towards two absorbing ends a distance \(L\) apart, the slowest density profile is \(\sin(\pi x/L)\). Inserted in the diffusion equation with coefficient \(D_n\), it decays at the rate \(D_n\pi^2/L^2\), so its decay time is

\[
\tau=\frac{L^2}{\pi^2D_n},\qquad D_n=\mu\frac{kT}{q}=400\times0.02585=10.3\ \text{cm}^2/\text{s},
\]

where \(\mu=400\) cm²/(V s) is a rough channel mobility. For \(L=1\) µm, \(\tau=0.10\) ns, far below the 10.7 ns available between threshold and flat band. For a gate of the same area measuring 10 µm by 10 µm, \(\tau=9.8\) ns, and diffusion alone does not clear the channel safely.

The consequence can be large. At +2 V the oxide drop of 1.0 V corresponds to a total charge of \(6.9\times10^{-7}\) C/cm² in the silicon. About \(1.8\times10^{-7}\) C/cm² of this is depletion charge, which leaves a channel charge of about \(5\times10^{-7}\) C/cm², some 40 times the pumped charge of \(1.28\times10^{-8}\) C/cm² per cycle. If about 2.5 % of the channel electrons stayed behind and recombined, the current would double. Slower edges help to clear a long channel, at the price of a narrower window.

**Comparison with real transistors.** A well-annealed interface between silicon and thermal oxide has a trap density nearer \(10^{10}\) cm⁻² eV⁻¹, roughly; the value used here suits a stressed or less well passivated one. Real interfaces break the assumption of a uniform density, which in the example of part (e) raised the current by a third over the midgap estimate. Their cross-sections are also uncertain, often by more than a factor of ten. By the window formula, each factor of ten moves \(W\) by 0.119 eV and the current by 1.9 nA; the rate equation gives somewhat less, about 0.11 eV and 1.7 nA for a tenfold change either way from the value used here. In oxides of about 2 nm or less, direct tunnelling can rival the pumped current and has to be separated from it. The value of 13 nA thus follows firmly from the stated density and window, whereas a trap density inferred from a measured 13 nA is no more certain than the window assigned to it.

## Computed results

```
Frequency: 1.0 MHz; gate area: 1.0e-06 cm^2
Trap density: 1.0e+11 /(cm^2 eV); window: 0.80 eV
Elementary charge: 1.6022e-19 C
Traps per area in window: 8.00e+10 /cm^2
Traps under gate in window: 8.000e+04
Charge per cycle: 1.2817e-14 C
Charge-pumping current: 1.2817e-08 A = 12.82 nA
Oxide: 5.0 nm; doping: 1.0e+17 /cm^3
Channel length: 1.0 um; width: 100.0 um
Temperature: 300 K; kT: 0.02585 eV; n_i: 1.0e+10 /cm^3
Cross-section: 1.0e-16 cm^2; thermal speed: 1.0e+07 cm/s
Pulse from flat band: -1.0 to 2.0 V; edge: 30 ns
Oxide capacitance: 6.906e-07 F/cm^2; phi_F: 0.4167 V
Threshold from flat band, depletion formula: 1.0742 V
Threshold from flat band, full equation: 1.0742 V
Emission time per edge: 10.74 ns
sigma v n_i: 10.00 /s; times t_em: 1.074e-07
Soft-edge constant by quadrature: 0.57722
Window without soft-edge term: 0.8297 eV
Window from formula: 0.7998 eV
Window from pulse simulation: 0.7883 eV
Current from pulse simulation: 12.63 nA
Pairs per cycle, midgap trap: 1.00000
Pairs per cycle, trap 0.53 eV above midgap: -4.6e-12
Simulated window, pulse 1.5 to 2.0 V (inversion only): -1.2e-12 eV
Simulated current at 0.5 MHz, same edges: 6.32 nA
Simulated window, 300 ns edges: 0.6794 eV
Window loss, 300 ns edges: simulated 0.1089 eV
Window loss, 300 ns edges: formula 0.1191 eV
Window at 350 K: simulated 0.7174 eV
Window at 350 K: formula 0.7320 eV
Simulated current change at 350 K: -9.0 %
U-shaped density, mean over window / midgap value: 1.3333
U-shaped density, current from mean: 17.09 nA
U-shaped density, simulated current: 16.80 nA
Surface densities capped at 1e+19 /cm^3: -0.000 %
Oxide voltage: 1.005 V; oxide field: 2.01 MV/cm
Gate tunnelling current, rough estimate: 3e-23 A
Voltage shift from trapped charge: 18.6 mV
Channel mobility: 400 cm^2/(V s)
Channel diffusion time, 1 um gate: 0.098 ns
Channel diffusion time, 10 um gate: 9.80 ns
```
